# Why narrow nongrowth lines form fewer dimers between absorbing edges

## Definitions and conventions

A nongrowth line occupies $0<x<w$ and is long in the $y$ direction. Growth regions on both sides absorb every adatom that reaches them. Adatoms arrive on the line at rate $F$ per area and diffuse with coefficient $D$. Their density $n$ is an average over many equivalent stretches of line, and $\langle\cdot\rangle$ is an average over the width.

Microscopically, an adatom hops at rate $h$ to each of four neighbouring sites at spacing $a$, so $D=ha^2$. A dimer forms when two adatoms become nearest neighbours. $R$ counts dimers formed per area and time, so dimer formation removes adatoms at rate $2R$. The dimensionless capture number $\sigma$ is defined by $R=\sigma D\langle n^2\rangle$.

The reference case has perfectly absorbing edges, steady supply, no desorption, no traps, and so few adatoms that encounters hardly change $n$. Comparisons between widths hold $F$, $D$ and temperature fixed.

## First contribution: residence time

Arrival balances diffusion:
$$D n''+F=0,\qquad n(0)=n(w)=0 .$$
Integrating twice gives $n=-Fx^2/(2D)+c_1x+c_0$. The edge at $x=0$ requires $c_0=0$, and the edge at $x=w$ requires $c_1=Fw/(2D)$. Hence
$$n(x)=\frac{F\,x(w-x)}{2D},\qquad \langle n\rangle=\frac{F}{2Dw}\left(\frac{w^3}{2}-\frac{w^3}{3}\right)=\frac{Fw^2}{12D}.$$

In steady state, density is arrival rate times mean residence time. An adatom therefore stays on the line for $w^2/(12D)$ on average. The edges clean the line because diffusion across a shorter distance takes quadratically less time.

## Second contribution: partners

Dimers need two adatoms, so the mean square matters:
$$\langle n^2\rangle=\frac{F^2}{4D^2w}\int_0^w(x^2w^2-2x^3w+x^4)\,dx=\frac{F^2w^4}{4D^2}\left(\frac13-\frac12+\frac15\right)=\frac{F^2w^4}{120D^2}.$$
This is $1.2\langle n\rangle^2$, and
$$R=\frac{\sigma F^2w^4}{120D}=1.2\,F\left(\frac{\sigma w^2}{12}\right)\left(\frac{Fw^2}{12D}\right).$$

The last form shows where the two squares come from. A newcomer explores an effective area proportional to $w^2$ before it is absorbed, and the density of partners in that area is also proportional to $w^2$. The fourth power would be complete if $\sigma$ were constant.

## Third contribution: the capture number

Two adatoms approach each other with relative diffusion coefficient $2D$. Near contact, let $\rho(r)$ be the density of ordered pairs at separation $r$, and $s$ the rate at which they react. The inward flow is the same through every circle:
$$s=2\pi r\,(2D)\frac{d\rho}{dr}\quad\Rightarrow\quad \rho(r)=\frac{s}{4\pi D}\ln\frac{r}{r_0},$$
where $r_0\sim a$ is the contact radius. At a distance of order $w$ the pair density returns to its uncorrelated value $n^2$, so $s\simeq4\pi Dn^2/[\ln(w/a)+c]$. Each dimer is counted in two orders, hence $R=s/2$ and
$$\sigma\simeq\frac{2\pi}{\ln(w/a)+c}.$$

The constant $c$ needs the full pair problem. Let $N=w/a$, let $n_s=na^2$ be the density per site and $F_s=Fa^2$ the arrival rate per site. With $\Delta_i$ the lattice second difference for adatom $i$, the ordered pair density obeys
$$h(\Delta_1+\Delta_2)\rho+F_s[n_s(x_1)+n_s(x_2)]-s=0,$$
where the sinks $s$ sit on nearest-neighbour pairs. Third adatoms are neglected. Without sinks the solution is $n_s(x_1)n_s(x_2)$, because $h\Delta n_s=-F_s$. With sinks,
$$\rho=n_s(x_1)n_s(x_2)-\sum G\,s,$$
and requiring $\rho=0$ on every neighbouring pair gives linear equations for $s$. For separation $y$ along the line, in sites,
$$G=\sum_{k,l}\phi_k(x_1)\phi_l(x_2)\phi_k(x_1')\phi_l(x_2')\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,\frac{\cos q(y-y')}{h(\varepsilon_k+\varepsilon_l+4-4\cos q)},$$
with $\phi_k(x)=\sqrt{2/N}\sin(\pi kx/N)$, $\varepsilon_k=2-2\cos(\pi k/N)$, $x$ in sites and $k,l=1,\dots,N-1$. The sum of $s/2$ over one row of the line, divided by $h\sum_x n_s^2$, is $\sigma$.

As a test for $N=12$, 400,000 pairs of random walkers gave $6795\,F_s^2/h$ dimers per row and time. The linear equations gave $6814\,F_s^2/h$, a difference of 0.3%.

For $N=50$, 100 and 200 the equations give $\sigma=1.904$, 1.575 and 1.342. Then $2\pi/\sigma-\ln N$ lies between $-0.61$ and $-0.62$ in all three cases, so $c$ is nearly constant over this range. Differentiating $\ln\sigma$ gives the local exponent
$$\frac{d\ln R}{d\ln w}=4+\frac{d\ln\sigma}{d\ln w}=4-\frac{\sigma}{2\pi},$$
which is 3.75 at $N=100$. Thus the density follows $w^2$, while dimer formation follows $w^4$ divided by a slowly growing logarithm.

## What pulsing changes

Deposition comes in pulses of length $t$, followed by a purge taken long enough to empty the line. The uniform source is expanded as $1=\sum_{k\,\rm odd}(4/\pi k)\sin(\pi kx/w)$. Mode $k$ decays at rate $\kappa=\pi^2k^2D/w^2$. During the pulse its amplitude is $(4F/\pi k)(1-e^{-\kappa t'})/\kappa$, and afterwards it decays. Since $\sin^2$ averages to $1/2$, the mode carries weight $8/(\pi^2k^2)$ in $\langle n^2\rangle$. With $q=e^{-\kappa t}$, pulse and purge together contribute
$$t-\frac{2(1-q)}{\kappa}+\frac{1-q^2}{2\kappa}+\frac{(1-q)^2}{2\kappa}=t-\frac{1-q}{\kappa},$$
because the last two terms on the left add to $(1-q)/\kappa$. The number of dimers per area and cycle is therefore
$$M=\sigma D\sum_{k\,\rm odd}\frac{8}{\pi^2k^2}\frac{F^2}{\kappa^2}\left[t-\frac{1-e^{-\kappa t}}{\kappa}\right].$$
Keeping the steady-state $\sigma$ here is an approximation.

For a long pulse the bracket tends to $t$. With $\sum_{k\,\rm odd}k^{-6}=\pi^6/960$ this returns $M=Rt$. For a pulse much shorter than the drain time $w^2/(\pi^2D)$, the bracket tends to $\kappa t^2/2$. With $\sum_{k\,\rm odd}k^{-4}=\pi^4/96$ and dose $\phi=Ft$,
$$M=\frac{\sigma\phi^2w^2}{24}.$$
One factor $w^2$ has gone, because the initial density of partners is now the dose itself. The logarithm in $\sigma$ remains, so the local exponent is about $2-\sigma/2\pi$ rather than 2. The time-integrated mean density keeps its square law. Integrating the diffusion equation over the whole cycle gives $D\,(\int n\,dt)''=-\phi$, and hence $\int\langle n\rangle dt=\phi w^2/(12D)$.

## What desorption changes

If adatoms desorb after a mean time $\tau$, the balance is $Dn''-n/\tau+F=0$. With $\lambda=\sqrt{D\tau}$, $u=w/(2\lambda)$ and $\xi$ measured from the centre,
$$n=F\tau\left[1-\frac{\cosh(\xi/\lambda)}{\cosh u}\right],\qquad \langle n\rangle=F\tau\left(1-\frac{\tanh u}{u}\right).$$
Using $\langle\cosh^2(\xi/\lambda)\rangle=\frac12+\sinh(2u)/(4u)$,
$$\langle n^2\rangle=(F\tau)^2\left(1-\frac{3\tanh u}{2u}+\frac{1}{2\cosh^2u}\right).$$
For $u\ll1$, $\tanh u/u\simeq1-u^2/3$ and the mean returns to $Fw^2/(12D)$. For $u\gg1$ both averages stop depending on width: adatoms leave upward before they find an edge.

## What an edge barrier changes

Suppose the final hop into the growth region has an extra barrier $\Delta E$, so its rate is $h\theta$ with $\theta=e^{-\Delta E/kT}$. Let $n_1$ be the density at the last site and $n_0$ the diffusion profile extrapolated to the edge. Equal flux requires $h(n_1-n_0)=h\theta n_1$, so $n_0=(1-\theta)n_1$. The slope is $\theta n_1/a$, and therefore
$$n(0)=\ell\,n'(0),\qquad \ell=a\,\frac{1-\theta}{\theta}=a\left(e^{\Delta E/kT}-1\right).$$
Each edge must still pass $Fw/2$, which fixes $n'(0)=Fw/(2D)$. The barrier thus adds the constant $Fw\ell/(2D)$ to the parabola:
$$\langle n\rangle=\frac FD\left(\frac{w^2}{12}+\frac{w\ell}{2}\right),\qquad
\langle n^2\rangle=\frac{F^2}{D^2}\left(\frac{w^4}{120}+\frac{w^3\ell}{12}+\frac{w^2\ell^2}{4}\right).$$
When $\ell\gg w$ these two averages follow $w$ and $w^2$. The capture number found for absorbing edges does not apply in that limit, so dimer formation need not follow $w^2$ exactly. Narrow lines remain cleaner, but by much less.

## What traps change

Fixed defects of density $N_t$ that hold an arriving adatom create nuclei at rate $\sigma_tD\langle n\rangle N_t$ while they are empty and sparse. This needs one mobile adatom instead of two, so it follows $w^2$, again with a logarithm in $\sigma_t$. Equating it to $R$ gives
$$N_t=\frac{\sigma\langle n^2\rangle}{\sigma_t\langle n\rangle}=1.2\,\frac{\sigma}{\sigma_t}\langle n\rangle .$$
This crossing density, above which traps create nuclei faster than dimers do, therefore shrinks as the line narrows. Once all traps are filled, their number of nuclei per area is $N_t$, whatever the width.

## Weighing the contributions in an example

The regime is metal deposition on a passivated oxide line between metal lines. The parameters are round: 500 K, $a=0.3$ nm, attempt rate $10^{13}$ s$^{-1}$, diffusion barrier 0.70 eV, $F=2\times10^{-4}$ nm$^{-2}$ s$^{-1}$, and 100 cycles of 6 s, each with a 1 s pulse. The hop rate is
$$h=\tfrac14\,10^{13}\,e^{-0.70/0.04309}\ \mathrm{s^{-1}}=2.20\times10^5\ \mathrm{s^{-1}},$$
so $D=ha^2=1.98\times10^4$ nm$^2$ s$^{-1}$. For $w=30$ nm,
$$\langle n\rangle=\frac{2\times10^{-4}\times900}{12\times1.98\times10^4}=7.6\times10^{-7}\ \mathrm{nm^{-2}},$$
$$R=\frac{1.575\times(2\times10^{-4})^2\times30^4}{120\times1.98\times10^4}=2.15\times10^{-8}\ \mathrm{nm^{-2}\,s^{-1}}.$$
Over 100 s of pulse time this makes $2.1\times10^8$ dimers per cm$^2$, or 0.06 per µm of line. At 15 nm the count is $1.6\times10^7$ cm$^{-2}$, and at 60 nm it is $2.9\times10^9$ cm$^{-2}$. Doubling the width from 30 to 60 nm multiplies the density by 4.00 and dimer formation by 13.6, not 16. The difference is the fall of $\sigma$.

With $\sigma$ held at its reference value, the neglected effects multiply dimer formation by these factors, taken one at a time:

| Effect | 30 nm | 60 nm |
|---|---|---|
| Desorption, barrier 1.30 eV | 0.993 | 0.972 |
| Finite pulse | 0.995 | 0.982 |
| Edge barrier 0.05 eV | 1.23 | 1.11 |

Desorption and pulsing are weak because $\lambda=158$ nm exceeds the widths and the drain times, 4.6 and 18 ms, are far below 1 s. The edge barrier weighs more on the narrower line, since its correction grows with $\ell/w$. Dimers take 0.02% of the adatoms at 30 nm and 0.3% at 60 nm. Extrapolated with $\sigma$ fixed at its 60 nm value, they would take all of them near 260 nm, so the dilute law must fail well before that width. Nuclei left by earlier cycles, counted as one-site traps, catch about 1% of the adatoms at 60 nm by the end. This is a lower bound, since the nuclei are larger than one site and lie mostly near the centre.

Even sparse traps can outweigh these effects. At 30 nm, $\sigma_t=1.16$, and the initial trap rate equals the dimer rate at $N_t=1.2\times10^8$ cm$^{-2}$, about one trap per µm$^2$. An empty trap captures at $\sigma_tD\langle n\rangle=0.017$ s$^{-1}$, so most traps fill within the 100 s of supply.

Formation is also not survival. If a dimer on the 30 nm line is counted as a one-site trap, it waits roughly 340 s of process time for another adatom. The true wait is considerably shorter, because a dimer is larger than one site and usually forms near the centre, where adatoms are densest. Breaking up requires the bond energy plus the diffusion barrier. With a 1.00 eV bond that is 1.70 eV. Taking one attempt rate of $10^{13}$ s$^{-1}$ for the whole dimer, the chance of it happening in 340 s is about 2.5%. Most pairs that separate meet again before either adatom reaches an edge, so lasting breakup is rarer still. For the same attempt rate, the dimer's own drain time equals the 340 s wait at a diffusion barrier of 1.18 eV, and the shorter true wait lowers this value slightly. If the barrier is about 1.1 eV or less, the dimer tends to reach an edge first, which leaves the line cleaner than $R$ suggests.

## Beside a real process

The supply in the example is deliberately small: 0.02 adatoms per nm$^2$ over the whole run, which presumes very good passivation. Since $R\propto F^2$, ten times the supply gives a hundred times the dimers while the dilute limit holds. Real mobile species may carry ligands, which changes their diffusion barrier; raising it by 0.05 eV multiplies dimer formation by 3.2. The assumption most exposed is a trap-free surface. If the passivation had $10^{10}$ defects per cm$^2$, trapped nuclei on the 30 nm line would outnumber the dimers by some tens of times. With a supply long enough to fill all traps, the density of trapped nuclei would not depend on width, but dimers would keep forming beside them, mostly on wide lines. Within this model, narrowing the line therefore reduces nuclei most strongly when edges absorb freely, adatoms reach them before desorbing, traps are rarer than the crossing density, and pulses outlast the drain time. The remaining values are in the numerical output below.

## Numbers as computed

```
temperature 500 K, kT 0.04309 eV
site spacing 0.3 nm, attempt rate 1e+13 1/s
diffusion barrier 0.70 eV
desorption barrier 1.30 eV
adatom supply F 2.0e-04 1/(nm^2 s)
pulse 1 s, cycle 6 s, cycles 100
hop rate per direction 2.199e+05 1/s
diffusion coefficient D 1.979e+04 nm^2/s
<n^2>/<n>^2 from lattice 1.2001
w 15 nm: mean density 1.895e-07 1/nm^2
  capture number sigma 1.904
  dimer rate 1.624e-09 1/(nm^2 s)
  dimers after all cycles 1.624e+07 1/cm^2
  dimers per um of line 0.0024
w 30 nm: mean density 7.579e-07 1/nm^2
  capture number sigma 1.575
  dimer rate 2.149e-08 1/(nm^2 s)
  dimers after all cycles 2.149e+08 1/cm^2
  dimers per um of line 0.0645
w 60 nm: mean density 3.032e-06 1/nm^2
  capture number sigma 1.342
  dimer rate 2.930e-07 1/(nm^2 s)
  dimers after all cycles 2.930e+09 1/cm^2
  dimers per um of line 1.7578
density ratio 60/30 nm 4.00
dimer ratio 30/15 nm 13.23
dimer ratio 60/30 nm 13.64
exponent 15-30 nm 3.726, 30-60 nm 3.769
2 pi d(1/sigma)/d ln w, 30-60 nm: 0.998
pair test, 12 sites: walks 6794.9, equation 6813.8 (F^2/h)
desorption time 1.269 s, length 158.5 nm
w 30 nm: drain time 4.61 ms
  desorption factors: density 0.9964, dimers 0.9928
  pulse factor on dimers 0.9954
  edge barrier factors: density 1.131, dimers 1.234
  adatom fraction lost to dimers 2.15e-04
  fraction caught by earlier nuclei at end 1.88e-04
w 60 nm: drain time 18.43 ms
  desorption factors: density 0.9859, dimers 0.9716
  pulse factor on dimers 0.9816
  edge barrier factors: density 1.066, dimers 1.113
  adatom fraction lost to dimers 2.93e-03
  fraction caught by earlier nuclei at end 9.06e-03
edge barrier 0.05 eV, barrier length 0.657 nm
width with drain time = pulse 442 nm
width where dimers would take all adatoms, rough 258 nm
trap capture number, 30 nm 1.164
trap density equal to dimers, 30 nm 1.23e+08 1/cm^2
time for a dimer to catch an adatom, 30 nm 344 s
dimer bond 1.00 eV: breakup chance in that time 0.0248
dimers escape first if their barrier is below 1.18 eV
dimer factor if diffusion barrier is 0.05 eV higher 3.19
```
